\section*{Point-split currents in 1+1 dimensions with and without the Wilson line}

\section{Problem}

A massless Dirac field of charge $e$ lives in one space and one time dimension, with $\hbar=c=1$ and metric signature $(+,-)$. It is subject to a prescribed external field with scalar potential $\phi(x,t)$ and spatial potential $A(x,t)$,
\begin{equation}
E=-\partial_x\phi-\partial_tA .
\end{equation}
The potentials are smooth in $x$, and the field is switched on at $t=0$, when $A=0$ and the Dirac field is in its free vacuum. The reaction of the charges on $E$ is neglected. Use $\gamma^0=\sigma_1$, $\gamma^1=-i\sigma_2$ and $\gamma_5=\gamma^0\gamma^1=\sigma_3$. The number currents are $j^\mu=\bar\psi\gamma^\mu\psi$ and $j_5^\mu=\bar\psi\gamma^\mu\gamma_5\psi$.

Products of fields at one point are singular. Define the density of each chirality by separating the two fields at equal time,
\begin{equation}
J(x;\varepsilon)=\big\langle\psi^\dagger(y)\,W\,\psi(z)\big\rangle,\qquad y=x+\tfrac{\varepsilon}{2},\quad z=x-\tfrac{\varepsilon}{2},
\label{split}
\end{equation}
averaging over $\pm\varepsilon$, and letting $\varepsilon\to0$. Consider two choices: $W=1$, and the Wilson line
\begin{equation}
W=\exp\Big(ie\int_z^y A(x',t)\,dx'\Big).
\label{wilson}
\end{equation}

\begin{enumerate}
\item[(a)] Write the equations of the two chiral components and determine which choice of $W$ makes (\ref{split}) gauge invariant.
\item[(b)] Find the correlator of the split fields in the vacuum and in the external field.
\item[(c)] Find $\partial_\mu j^\mu$ and $\partial_\mu j_5^\mu$ with the Wilson line.
\item[(d)] Find them without it, and decide whether a local redefinition of the currents can conserve both.
\item[(e)] On a ring of length $2\pi$, let $E=E_0+E_1\cos x$ for $t>0$. Find the densities, and compare the divergences in the gauges
\begin{align}
\text{temporal:}\quad &\phi=0, & A&=-(E_0+E_1\cos x)\,t,\\
\text{Coulomb:}\quad &\phi=-E_1\sin x, & A&=-E_0t .
\end{align}
Take $e=0.8$, $E_0=1$, $E_1=0.6$ and $x=t=\pi/4$, in units of a chosen length $\ell$.
\end{enumerate}

\section{Solution}

\subsection*{(a) Chiral equations and gauge invariance}

The covariant derivatives are $D_t=\partial_t+ie\phi$ and $D_x=\partial_x-ieA$; the minus sign arises because the lower component of the potential is $A_1=-A$. Multiplying $i\gamma^\mu D_\mu\psi=0$ by $\gamma^0$ gives $i(D_t+\sigma_3D_x)\psi=0$, or
\begin{align}
(\partial_t+\partial_x)\psi_R&=-ie(\phi-A)\psi_R, \label{R}\\
(\partial_t-\partial_x)\psi_L&=-ie(\phi+A)\psi_L. \label{L}
\end{align}
The upper component moves right and the lower one left. With $J_{R,L}$ their densities,
\begin{equation}
j^0=j_5^1=J_R+J_L,\qquad j^1=j_5^0=J_R-J_L ,
\end{equation}
and therefore
\begin{equation}
\begin{aligned}
\partial_\mu j^\mu&=(\partial_t+\partial_x)J_R+(\partial_t-\partial_x)J_L,\\
\partial_\mu j_5^\mu&=(\partial_t+\partial_x)J_R-(\partial_t-\partial_x)J_L .
\end{aligned}
\label{combine}
\end{equation}
For unsplit classical fields, the right sides of (\ref{R}) and (\ref{L}) are pure phase rotations. They cancel in $\psi^\dagger\psi$, and both currents are conserved. Any failure must come from the definition of the product.

A gauge transformation is
\begin{equation}
\psi\to e^{ie\lambda}\psi,\qquad A\to A+\partial_x\lambda,\qquad \phi\to\phi-\partial_t\lambda .
\end{equation}
The bare product $\psi^\dagger(y)\psi(z)$ acquires the factor $e^{-ie[\lambda(y)-\lambda(z)]}$. The line (\ref{wilson}) acquires the inverse factor, because $\int_z^y\partial_x\lambda\,dx'=\lambda(y)-\lambda(z)$. The split density is thus gauge invariant with the line, and gauge dependent with $W=1$.

\subsection*{(b) The correlator}

A free right mover of momentum $k$ has energy $k$, so the vacuum has all $k<0$ filled. With a convergence factor $e^{\eta k}$,
\begin{equation}
\langle\psi_R^\dagger(y)\psi_R(z)\rangle_0=\int_{-\infty}^0\frac{dk}{2\pi}\,e^{-ik\varepsilon+\eta k}
=\frac{1}{2\pi(\eta-i\varepsilon)}\;\longrightarrow\;\frac{i}{2\pi\varepsilon},
\label{vac}
\end{equation}
where $\eta\to0$ is taken first, at fixed $\varepsilon$. A free left mover has energy $-k$, so $k>0$ is filled, and the same integral gives $-i/(2\pi\varepsilon)$.

In the external field, (\ref{R}) and (\ref{L}) are solved by a phase times a free solution:
\begin{align}
\psi_R&=e^{-ie\Lambda_R}\psi_R^{\rm free}, & (\partial_t+\partial_x)\Lambda_R&=\phi-A, \label{LamR}\\
\psi_L&=e^{-ie\Lambda_L}\psi_L^{\rm free}, & (\partial_t-\partial_x)\Lambda_L&=\phi+A, \label{LamL}
\end{align}
with $\Lambda_{R,L}=0$ at $t=0$. Hence
\begin{equation}
\langle\psi_{R,L}^\dagger(y)\psi_{R,L}(z)\rangle=\pm\frac{i}{2\pi\varepsilon}\,e^{ie[\Lambda_{R,L}(y)-\Lambda_{R,L}(z)]},
\label{corr}
\end{equation}
with the upper sign for $R$. The singularity in the field is derived here, not carried over from the vacuum by assumption.

\subsection*{(c) With the Wilson line}

For either chirality, collect the phases of (\ref{wilson}) and (\ref{corr}) into $e\theta$, with
\begin{equation}
\theta(\varepsilon)=\Lambda(y)-\Lambda(z)+\int_z^yA\,dx'=\varepsilon(\partial_x\Lambda+A)+O(\varepsilon^3).
\end{equation}
Reversing $\varepsilon$ exchanges $y$ and $z$, so $\theta$ is odd. The average over both signs is, for right movers,
\begin{equation}
J_R(x;\varepsilon)=\frac12\,\frac{i}{2\pi\varepsilon}\big(e^{ie\theta}-e^{-ie\theta}\big)=-\frac{\sin e\theta}{2\pi\varepsilon}.
\label{finite}
\end{equation}
The pole has dropped out, but a phase of order $\varepsilon$ multiplied by $1/\varepsilon$ has left a finite term. Left movers have the opposite sign. In the limit,
\begin{equation}
J_R=-\frac{e}{2\pi}(\partial_x\Lambda_R+A),\qquad
J_L=+\frac{e}{2\pi}(\partial_x\Lambda_L+A).
\label{J}
\end{equation}
Differentiating with (\ref{LamR}) and (\ref{LamL}),
\begin{align}
(\partial_t+\partial_x)J_R&=-\frac{e}{2\pi}\big[\partial_x(\phi-A)+\partial_tA+\partial_xA\big]
=+\frac{eE}{2\pi},\label{dR}\\
(\partial_t-\partial_x)J_L&=+\frac{e}{2\pi}\big[\partial_x(\phi+A)+\partial_tA-\partial_xA\big]
=-\frac{eE}{2\pi}.\label{dL}
\end{align}
In both lines the terms $\partial_xA$ cancel and $\partial_x\phi+\partial_tA=-E$ remains. Equation (\ref{combine}) now gives
\begin{equation}
\boxed{\;\partial_\mu j^\mu=0,\qquad \partial_\mu j_5^\mu=\frac{eE}{\pi}\;}
\label{main}
\end{equation}

The same result can be read from the split product before any expectation value is taken. By (\ref{R}), the derivative $\partial_t+\partial_x$ of $\psi_R^\dagger(y)\psi_R(z)$ brings down $ie[(\phi-A)(y)-(\phi-A)(z)]$. Acting on $W$, it brings down $ie[\int_z^y\partial_tA\,dx'+A(y)-A(z)]$. In the sum the end-point values of $A$ cancel:
\begin{equation}
\begin{aligned}
(\partial_t+\partial_x)\big[\psi_R^\dagger W\psi_R\big]
&=ie\int_z^y(\partial_x\phi+\partial_tA)\,dx'\;\psi_R^\dagger W\psi_R\\
&=-ie\int_z^yE\,dx'\;\psi_R^\dagger W\psi_R .
\end{aligned}
\label{op}
\end{equation}
The prefactor is $-ie\varepsilon E$ to leading order, and the pole $i/(2\pi\varepsilon)$ turns it into $eE/2\pi$. If the initial state differs from the vacuum by excitations that change the correlator by a function finite at $\varepsilon=0$, the added term is of order $\varepsilon$ and vanishes. The densities then change, but their divergences do not.

For uniform $E$ the physical content is a flow of levels. The force $eE$ raises every kinetic momentum $k-eA$ at the rate $eE$. On a length $L$ the allowed momenta have density $L/2\pi$, so on average $eEL/2\pi$ levels cross zero per unit time; on a finite length they cross one at a time. Filled right-moving levels rise out of the sea, while empty left-moving levels sink into it. The number of right movers grows by as much as that of left movers falls: the total is constant and the difference grows at the average rate $eEL/\pi$, in agreement with (\ref{main}).

The sign in (\ref{main}) belongs to the convention that $j_5^0$ counts right minus left movers. A mass would couple (\ref{R}) to (\ref{L}), and the axial current would then in general have a non-zero divergence already at the classical level, which would have to be added.

\subsection*{(d) Without the Wilson line}

Setting $W=1$ removes the integral of $A$ from $\theta$, and hence $A$ from (\ref{J}):
\begin{equation}
J_R^{\rm bare}=-\frac{e}{2\pi}\partial_x\Lambda_R=J_R+\frac{eA}{2\pi},\qquad
J_L^{\rm bare}=\frac{e}{2\pi}\partial_x\Lambda_L=J_L-\frac{eA}{2\pi}.
\end{equation}
Thus $j^0$ is unchanged, while $j^1=j_5^0$ is shifted by $eA/\pi$. From (\ref{LamR}) and (\ref{LamL}),
\begin{equation}
(\partial_t+\partial_x)J_R^{\rm bare}=-\frac{e}{2\pi}\partial_x(\phi-A),\qquad
(\partial_t-\partial_x)J_L^{\rm bare}=\frac{e}{2\pi}\partial_x(\phi+A),
\end{equation}
whose sum and difference are
\begin{equation}
\boxed{\;\partial_\mu j^\mu_{\rm bare}=\frac{e}{\pi}\,\partial_xA,\qquad
\partial_\mu j^\mu_{5,\rm bare}=-\frac{e}{\pi}\,\partial_x\phi\;}
\label{bare}
\end{equation}
Neither expression is gauge invariant. The regularization has broken the symmetry that protects the charge.

The bare currents differ from the invariant ones by a local term in the potentials. Consider more generally, with constants $a$ and $b$,
\begin{equation}
j^0\to j^0+\frac{b\,e}{\pi}\phi,\qquad j^1\to j^1+\frac{a\,e}{\pi}A,
\end{equation}
and keep $j_5^0=j^1$, $j_5^1=j^0$. Starting from (\ref{main}), the divergences become
\begin{align}
\partial_\mu j^\mu&=\frac e\pi\,(b\,\partial_t\phi+a\,\partial_xA),\label{fam1}\\
\partial_\mu j_5^\mu&=\frac e\pi\,\big[(a-1)\,\partial_tA+(b-1)\,\partial_x\phi\big].\label{fam2}
\end{align}
The bare definition is $a=1$, $b=0$, which reproduces (\ref{bare}). Conservation of the vector current for arbitrary potentials requires $a=b=0$; conservation of the axial current requires $a=b=1$. Within this family the two demands are incompatible. Gauge invariance selects the first, and the axial divergence is then $eE/\pi$. The incompatibility rests on the link $j_5^0=j^1$, $j_5^1=j^0$. If the link is dropped, the vector current can be taken with $a=b=0$ and the axial current with $a=b=1$, and by (\ref{fam1}) and (\ref{fam2}) both are conserved. That axial current, $j_5^0+eA/\pi$ and $j_5^1+e\phi/\pi$, changes by $(e/\pi)\partial_x\lambda$ and $-(e/\pi)\partial_t\lambda$ under a gauge transformation, so its conservation is bought by giving up gauge invariance.

\subsection*{(e) A ring with a non-uniform field}

The two sets of potentials are related by $\lambda=E_1t\sin x$. This vanishes at $t=0$, so both describe the same initial state and the same field.

On a ring of length $L$ with antiperiodic fields, the momenta are $k=2\pi(n+\tfrac12)/L$ and the integral (\ref{vac}) becomes a geometric series:
\begin{equation}
\frac1L\sum_{n=0}^\infty e^{2\pi i(n+1/2)\varepsilon/L}
=\frac1L\,\frac{1}{e^{-i\pi\varepsilon/L}-e^{i\pi\varepsilon/L}}
=\frac{i}{2L\sin(\pi\varepsilon/L)} .
\end{equation}
Its pole is again $i/(2\pi\varepsilon)$, and it is odd in $\varepsilon$, so all limits above stand. At $\varepsilon=0.196\,\ell$ the summed sea gives $0.8119\,i/\ell$, against $0.8106\,i/\ell$ for the infinite line.

\paragraph{Densities.} Both densities vanish at $t=0$. Integrating (\ref{dR}) and (\ref{dL}) along the paths of the movers,
\begin{align}
J_R&=\frac{e}{2\pi}\int_0^tE(x-t+s)\,ds=\frac{e}{2\pi}\big[E_0t+E_1\sin x-E_1\sin(x-t)\big],\\
J_L&=-\frac{e}{2\pi}\int_0^tE(x+t-s)\,ds=-\frac{e}{2\pi}\big[E_0t+E_1\sin(x+t)-E_1\sin x\big].
\end{align}
With $\sin(x+t)+\sin(x-t)=2\sin x\cos t$ and $\sin(x+t)-\sin(x-t)=2\cos x\sin t$,
\begin{align}
j^0&=\frac{eE_1}{\pi}\sin x\,(1-\cos t),\\
j_5^0&=\frac e\pi\,(E_0t+E_1\cos x\sin t).
\end{align}
At $x=t=\pi/4$, where $e/\pi=0.2546/\ell$,
\begin{align}
j^0&=0.2546\times0.6\times0.7071\times0.2929/\ell=0.0316/\ell,\\
j_5^0&=0.2546\times(0.7854+0.6\times0.5)/\ell=0.2764/\ell .
\end{align}
The total charge is zero, since $\sin x$ integrates to zero over the ring: the field separates charge without creating any. The total axial charge is $eE_0Lt/\pi=1.257$. It need not be an integer, because the Wilson line refers the sea to the kinetic momentum, which shifts continuously. The count of crossed levels is an integer: the shift $eE_0t=0.628/\ell$ has carried one level of each chirality, $k=-1/(2\ell)$, through zero, which gives 2. The remaining $-0.743$ is the axial charge of the shifted sea itself.

\paragraph{Divergences.} The field at the chosen point is $E=1+0.6\times0.7071=1.424$ in units of $1/\ell$, so with the line
\begin{equation}
\partial_\mu j_5^\mu=0.2546\times1.424/\ell^2=0.363/\ell^2,\qquad \partial_\mu j^\mu=0,
\end{equation}
in either gauge. Without the line, (\ref{bare}) gives in temporal gauge
\begin{equation}
\partial_\mu j^\mu_{\rm bare}=\frac e\pi E_1t\sin x=0.085/\ell^2,\qquad
\partial_\mu j^\mu_{5,\rm bare}=0,
\end{equation}
and in Coulomb gauge
\begin{equation}
\partial_\mu j^\mu_{\rm bare}=0,\qquad
\partial_\mu j^\mu_{5,\rm bare}=\frac e\pi E_1\cos x=0.108/\ell^2 .
\end{equation}
In temporal gauge the anomaly seems to be absent, at the price of a continuity equation for charge that fails locally. The total charge on the ring still stays zero, because $\partial_xA$ integrates to zero. In Coulomb gauge the vector current happens to be conserved, because $A$ is uniform, but the axial divergence lacks the part $eE_0/\pi=0.255/\ell^2$ due to the uniform field. A conserved vector current in one gauge is therefore no proof that the regularization is sound.

\paragraph{Numerical check.} These statements were tested by evolving 326 sea orbitals of each chirality, with a smooth cutoff deep in the sea, and summing the split products at $\varepsilon=0.196\,\ell$ and $0.393\,\ell$. By (\ref{finite}) the density is even in $\varepsilon$, so its leading error is of order $\varepsilon^2$ and is removed by the combination $\tfrac13[4J(\varepsilon)-J(2\varepsilon)]$. With the line, in temporal gauge, the largest error of the axial divergence on the ring is $0.0274/\ell^2$ at the larger separation and $0.0069/\ell^2$ at the smaller. The ratio 3.96 is close to the 4 expected of a quadratic error. After extrapolation the largest error on the ring is $9.3\times10^{-5}/\ell^2$; the last-digit difference between the computed $0.3626$ and the formula's $0.3627$ lies within this bound.

At the smaller separation, the chiral densities computed in the two gauges differ by at most $5.4\times10^{-7}/\ell$ with the line and by $0.060/\ell$ without it. The second figure is the largest value of $e|A_{\rm temporal}-A_{\rm Coulomb}|/2\pi=eE_1t|\cos x|/2\pi$, as the shift found in (d) requires. The remaining comparisons are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Units: hbar = c = 1, length unit l
charge e = 0.800 1/l
E0 = 1.000 1/l, E1 = 0.600 1/l
ring length = 6.283185 l
observation x = 0.785398 l, t = 0.785398 l
E at x = 1.424264 1/l
sea orbitals per chirality = 326
separations = 0.196350 and 0.392699 l
vacuum correlator R, Im = 0.811873 1/l
vacuum correlator L, Im = -0.811873 1/l
infinite-line 1/(2 pi eps) = 0.810569 1/l
--- temporal gauge, divergences at x in 1/l^2 ---
with line: vector 0.0000 (formula 0.0000)
with line: axial 0.3626 (formula 0.3627)
without line: vector 0.0849 (formula 0.0849)
without line: axial 0.0000 (formula 0.0000)
bare shift of j1 = -0.2848 1/l
e A/pi = -0.2849 1/l
--- Coulomb gauge, divergences at x in 1/l^2 ---
with line: vector 0.0000 (formula 0.0000)
with line: axial 0.3626 (formula 0.3627)
without line: vector 0.0000 (formula 0.0000)
without line: axial 0.1080 (formula 0.1080)
bare shift of j1 = -0.2000 1/l
e A/pi = -0.2000 1/l
--- densities with line and accuracy ---
j0 at x = 0.0316 (formula 0.0316) 1/l
j5^0 at x = 0.2764 (formula 0.2764) 1/l
axial charge = 1.2566 (formula 1.2566)
max gauge difference of J, with line = 5.4e-07 1/l
max gauge difference of J, without line = 0.0600 1/l
max axial error, larger separation = 0.02741 1/l^2
max axial error, smaller separation = 0.00692 1/l^2
error ratio on halving the separation = 3.960
max axial error, extrapolated = 9.3e-05 1/l^2
\end{verbatim}
